Size of a Nagaoka polaron from confinement and lost exchange

**The scaling argument**

A single hole in a strongly correlated antiferromagnet has two energies at its disposal, the hopping t and the exchange J. With the lattice constant as the unit of length, the size R of any object it forms can depend only on the ratio t/J. The form of that dependence follows from how the two energies scale with R.

Suppose the hole surrounds itself with a region of parallel spins. Confining it there requires a wave number of order 1/R, and near the bottom of a band the kinetic energy is quadratic in the wave number, so confinement costs about t/R². The region contains about R^d spins, each of which gives up an antiferromagnetic exchange energy of order J, so the magnetic cost is about J R^d. The first cost favours a large region and the second a small one. They are comparable when

t/R² ~ J R^d, so R ~ (t/J)^(1/(d+2)).

The argument leaves open the prefactor, the reason why the hole wants parallel spins, and whether this object beats other states of the hole. The last point restricts the result to d ≥ 2 and to large t/J.

**Model and the gain from parallel spins**

The model is the t-J model on a hypercubic lattice with z = 2d neighbours per site,

H = −t Σ (c†_iσ c_jσ + h.c.) + J Σ (S_i·S_j − n_i n_j/4),

where the sums run over nearest-neighbour bonds and no site is doubly occupied. It describes the Hubbard model at large repulsion U, with J = 4t²/U. Three-site hopping terms, also of order t²/U, are dropped. They act only next to the hole and change its energy by an amount of order J, which is small compared with the costs found below.

Let |i⟩ = c_i|full⟩ be the state with a hole at site i among parallel spins. Moving an electron from j to i gives

−t c†_i c_j c_i|full⟩ = +t c_j c†_i c_i|full⟩ = +t|j⟩.

The lattice is bipartite, so reversing the sign of |i⟩ on one sublattice turns +t into −t. The hole then has the band

ε(k) = −2t Σ_a cos k_a,

with its bottom at −2dt. At J = 0 no spin state can do better. Each configuration of hole and spins is connected to 2d others by amplitudes of magnitude t, so no eigenvalue of the hopping matrix lies below −2dt. Parallel spins reach this bound because all hole paths between two sites end in the same spin configuration and can add constructively. In other backgrounds, different paths generally leave different spin configurations behind.

A small cluster shows the effect. Exact diagonalization of an open 3×3 cluster with one hole, four up and four down spins, and J = 0 gives a lowest level of −2.8284t, followed by −2.7875t. The first value is the energy of a hole among eight parallel spins. Rotational symmetry places one member of the fully polarized multiplet in this sector, and since the lowest level is not degenerate, it is that member. At J = 0.5t the lowest level is −5.1255t. The polarized energy has not moved, since parallel spins have no exchange energy in this model, so exchange now wins.

**The confinement energy**

Let the region be a ball of radius R ≫ 1. Expanding the cosines for small k gives ε = −2dt + tk², so the slowly varying hole amplitude ψ obeys −∇²ψ = k²ψ. The wall is taken as hard: ψ = 0 at r = R. For the lowest, spherically symmetric state,

ψ'' + (d−1)ψ'/r + k²ψ = 0.

Set ν = d/2 − 1 and ψ = r^(−ν) f. Then d − 1 = 2ν + 1. The terms in f'/r have the coefficient −2ν + (2ν+1) = 1, and those in f/r² have ν(ν+1) − ν(2ν+1) = −ν². What remains is Bessel's equation,

f'' + f'/r + (k² − ν²/r²) f = 0.

The solution that makes ψ smooth at the centre is f = J_ν(kr), where J_ν is a Bessel function. If q is its first positive zero, the wall condition gives k = q/R, and the confinement cost is

K = t q²/R², with q = π/2, 2.405, π for d = 1, 2, 3.

**The lost exchange energy**

First take the surroundings to be a classical Néel state, with up spins on one sublattice and down spins on the other. An antiparallel bond has ⟨S_i·S_j⟩ = −1/4 and energy −J/2. A parallel bond has S_i·S_j = +1/4 and energy zero.

The ball is made by turning its N_f down spins up. Each has 2d neighbours, all of them up, and no two turned spins are neighbours. Hence 2dN_f bonds lose J/2 each. Half the sites of the ball carried down spins, so N_f = V_d R^d/2, where V_d is the volume of the unit ball. The exchange cost is

X = 2dN_f · J/2 = (d/2) J V_d R^d.

The hole itself removes only bonds of zero energy while it is inside the ball.

Quantum fluctuations lower the energy of the antiferromagnet and raise the price of the ball. Let the loss per bond be κJ. There are d bonds per site, so

X = dκJ V_d R^d,

with κ = 1/2 for the classical state. The Néel state is a trial state for the true antiferromagnet, which therefore has κ ≥ 1/2. For an upper bound, divide the lattice into stars, each made of one site of the first sublattice and its 2d neighbours. Every bond then belongs to one star. A spin 1/2 coupled to neighbours of total spin L has the lowest value −(L+1)/2 of S_0·L, and L is at most d. The energy of the whole is no lower than the sum of the separate minima, so ⟨S_i·S_j⟩ averaged over bonds is at least −(d+1)/(4d). Therefore

1/2 ≤ κ ≤ 1/4 + (d+1)/(4d) = 1/2 + 1/(4d).

A fluctuating antiferromagnet may also add a boundary cost proportional to R^(d−1), which is of lower order for large R.

**The balance**

The energy of the hole, measured from the antiferromagnet without a hole, is

E(R) = −2dt + t q²/R² + dκJ V_d R^d.

Setting its derivative to zero,

−2t q²/R³ + d²κJ V_d R^(d−1) = 0,

and multiplying by R³ gives

R^(d+2) = 2q² t/(d²κV_d J),

R = [2q²/(d²κV_d)]^(1/(d+2)) (t/J)^(1/(d+2)).

The derivative is negative below this radius and positive above it, so this is the minimum. For κ = 1/2 the prefactor is 1.70, 1.16 and 1.01 in d = 1, 2, 3.

Multiplying the stationarity condition by R gives 2K = dX. The total cost is therefore

K + X = (1 + 2/d) t q²/R²,

which scales as t(J/t)^(2/(d+2)). This is much larger than J when t/J is large, which justifies the neglect of terms of order J. The exponent does not depend on the ball: a region of any fixed shape has costs A t/R² and B J R^d with constants A and B, and these affect only the prefactor.

**Comparison with bubbles on the lattice**

The continuum step can be examined by building the bubble site by site. In a classical Néel state, all down spins within a chosen radius are turned up. The hole may occupy the turned sites and their neighbours, which are up as well. Its hopping matrix is diagonalized numerically, and the exchange bonds removed by a hole near the wall are included as an average over its density. The result is an expectation value of H. It is minimized over the bubble size, with R defined by 2N_f = V_d R^d. Power laws fitted for t/J between 10⁴ and 10⁶ have these exponents:

d = 1: radius 0.336, cost −0.664 (formula 0.333, −0.667)
d = 2: radius 0.257, cost −0.492 (formula 0.250, −0.500)
d = 3: radius 0.209, cost −0.387 (formula 0.200, −0.400)

The small differences have the sign expected from the wall. The hole can step onto up spins just outside the turned ones, so its well has a radius R + δ, with δ of order one lattice constant. This lowers K by about 2Kδ/R, a relative correction that fades as 1/R. The cost then lies below the formula by a fraction that shrinks as t/J grows, which makes the fitted cost exponent less negative. With K = tq²/(R+δ)² the stationarity condition becomes (R+δ)³R^(d−1) = R₀^(d+2), where R₀ is the radius from the formula, so R ≈ R₀ − 3δ/(d+2). The radius also falls short by a shrinking fraction, which makes the fitted radius exponent larger. In two dimensions the lattice cost lies 5.3% below the formula at t/J = 10⁴ and 1.6% below it at 10⁶. The deviation falls by a factor of about 3.2, as does 1/R, since 100^(1/4) = 3.16.

**When the bubble is the preferred state**

The hole could instead leave the antiferromagnet unpolarized. Each hop then displaces a spin, and the hole trails a string of misplaced spins. On the square lattice, enumeration gives 4, 12, 36 and 108 new configurations after one to four hops, which is the growth of a tree with z − 1 new branches at each step. The tree is not exact for longer paths: six hops round a plaquette, taken in either direction, end in the same configuration. If such loops are ignored and the tree structure is assumed for all lengths, the equal-weight sums over configurations at each distance form a chain. Its first hopping amplitude is −t√z and all later ones are −t√(z−1). For J → 0 the lowest energy of a long chain is

−2t√(z−1),

which is −3.46t in d = 2 and −4.47t in d = 3, above the band bottoms −4t and −6t. The bubble's cost vanishes as J/t → 0 while this difference stays finite, so within this comparison the bubble wins at sufficiently large t/J.

For finite J the string costs energy. The hole removes z bonds. In a straight string of ℓ ≥ 1 displaced spins, the first spoils z − 1 further bonds and each of the others z − 2, so that

V_ℓ = (J/2)[z + 1 + (z−2)ℓ], with V_0 = zJ/2.

Using this cost for all strings and diagonalizing the chain, one finds that the bubble becomes lower in energy at t/J ≈ 190 in d = 2 and 310 in d = 3 with the continuum formula, and at about 120 and 140 with the lattice bubbles. At the continuum thresholds R is only 4.3 and 3.2, so these are order-of-magnitude estimates. The hard wall also handicaps the bubble: if the hole may leak a few hops out of it, a small bubble in d = 2 already lies below the string chain at t/J = 100. The comparison does not exclude other competing states.

In one dimension the difference vanishes: −2t√(z−1) = −2t is also the band bottom. A hole moving along an open chain leaves the order of the spins unchanged, so at J = 0 its energy is the same for every spin sequence. For nine sites with four up and four down spins, diagonalization gives a 70-fold degenerate ground level, one state for each of the 8!/(4!4!) sequences. For J > 0, V_ℓ does not grow with ℓ when z = 2, so a hole in the Néel chain pays only an energy of order J. A bubble would pay the larger cost t(J/t)^(2/3). The formula with d = 1 describes the best bubble, but the hole has no reason to form it.

**An example in two dimensions**

Take t/J = 1000, which means U = 4000t. With q² = 5.783, V_2 = π and κ = 1/2,

R⁴ = 2 × 5.783 × 1000/(4 × ½ × 3.1416) = 1841, so R = 6.55 lattice constants.

The ball covers πR² ≈ 135 sites. The two costs are

K = 5.783t/42.9 = 0.135t,
X = 0.001t × 134.8 = 0.135t,

equal, as 2K = dX requires for d = 2. The energy is −4t + 0.270t = −3.73t. The string chain, with loops ignored and every string given the straight-string cost, lies at −3.44t, so within these assumptions the bubble is lower by about 0.3t. The largest κ allowed by the star bound, 0.625, would reduce the radius to 6.19.

The best of the round lattice bubbles scanned has R = 5.97 and energy −3.75t. Its cost of 0.245t is 9% below the continuum value. Almost all of this comes from the position of the wall: K = tq²/(R+δ)² with δ ≈ 0.6 gives a cost of 0.246t, and the departure of the lattice band from tk² contributes only about 0.001t. The hole is still barred from the down sites, and letting it leak into the antiferromagnet can only lower the energy further. A few hops beyond the wall, with spin flips neglected, already bring it to about −3.77t, a cost some 15% below the continuum value. The minimum is flat. With the hard wall, the best lattice radius moves between about 5.7 and 6.2 with the choice of centre and the fineness of the scan, while the cost stays between 0.243t and 0.246t.

Numbers in the example were calculated in double precision.
